# Steady atomic density with linear wall loss and quadratic volume recombination

## Result and conventions

Let atoms of density $n$ be produced at a constant rate $G$ per unit volume, lost at the wall at frequency $\nu$, and lost in the volume at the rate $\beta n^2$. The steady density is

$$n=\frac{2G}{\nu+S},\qquad S=\sqrt{\nu^2+4\beta G}. \tag{1}$$

With $G_c=\nu^2/\beta$, the two limits are

$$n\simeq \frac{G}{\nu}\quad(G\ll G_c),\qquad n\simeq\sqrt{\frac{G}{\beta}}\quad(G\gg G_c). \tag{2}$$

The local exponent between them is

$$p\equiv\frac{d\ln n}{d\ln G}=\frac{1}{1+f}, \tag{3}$$

where $f=\beta n^2/G$ is the share of the loss that occurs in the volume. As $f$ rises from 0 to 1, $p$ falls smoothly from 1 to 1/2.

Here $G$ counts atoms, so one dissociation of a diatomic molecule contributes two. The coefficients $G,\nu,\beta$ are positive and do not depend on $n$ or on one another. The gas is well mixed, weakly dissociated, and at fixed temperature and pressure. Flow and losses at the tube ends are left out at first and are sized below.

## The balance and its coefficients

Volume recombination is the reaction A + A + M → A$_2$ + M, where M is any gas particle that carries away energy. Let $k_3$ be defined so that $k_3Nn^2$ is the number of recombination events per volume and time, with $N$ the total gas density and one $k_3$ used for every M. Each event removes two atoms, hence

$$\frac{dn}{dt}=G-\nu n-2k_3Nn^2=G-\nu n-\beta n^2,\qquad \beta=2k_3N. \tag{4}$$

If a data source defines its coefficient by the loss of atoms instead of by events, the factor 2 is already in it and must not be applied again.

The wall term follows from the flux of atoms onto the surface. For a Maxwellian gas of atoms of mass $m$ at temperature $T$, the flux onto one side of a plane is

$$\Gamma=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4}, \tag{5}$$

because the integral equals $kT/m$ and the mean speed is $\bar v=\sqrt{8kT/\pi m}$. If an atom is lost with a small probability $\gamma$ per impact, the loss flux is $sn$, with $s=\gamma\bar v/4$. For larger $\gamma$ the returning stream is noticeably weaker than the incident one, and this expression needs correction.

A long tube of radius $R$ has side area $2\pi RL$ and volume $\pi R^2L$. Their ratio is $2/R$, so

$$\nu=\frac{2s}{R}=\frac{\gamma\bar v}{2R}. \tag{6}$$

No factor 2 for pairs appears here: $\gamma$ is the loss probability of each atom, even though the atoms finally leave the surface as molecules.

Equation (6) uses the mean density at the wall, which requires fast radial mixing. To see how fast, take uniform production without volume loss. Diffusion with coefficient $D$ obeys

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+G=0. \tag{7}$$

One integration, with a finite gradient on the axis, gives $dn/dr=-Gr/(2D)$. A second gives $n(r)=n(R)+G(R^2-r^2)/(4D)$. At the wall the diffusive flux $GR/2$ must equal $s\,n(R)$, so $n(R)=GR/(2s)$. The cross-section average of $R^2-r^2$ is $R^2/2$, and the mean lifetime is

$$\frac{\langle n\rangle}{G}=\frac{R}{2s}+\frac{R^2}{8D}. \tag{8}$$

The first term is $1/\nu$ and the second is the mixing time. Their ratio, $sR/(4D)$, must be small for (6) to hold.

## Solving the balance

Setting $dn/dt=0$ gives $\beta n^2+\nu n-G=0$, with roots

$$n_\pm=\frac{-\nu\pm S}{2\beta}. \tag{9}$$

Their product is $-G/\beta<0$, so one root is positive and one negative. The physical root is $n_+$. Multiplying its numerator and denominator by $S+\nu$ gives

$$n_+=\frac{S^2-\nu^2}{2\beta(S+\nu)}=\frac{4\beta G}{2\beta(S+\nu)}=\frac{2G}{\nu+S}, \tag{10}$$

which is (1). This is the form to implement. At small $G$, equation (9) subtracts two nearly equal numbers and loses digits, whereas (10) adds positive numbers. It also gives $G/\nu$ when $\beta=0$ and $\sqrt{G/\beta}$ when $\nu=0$.

The steady state is stable. Factoring the right side of (4) gives $dn/dt=-\beta(n-n_+)(n-n_-)$. For $0\le n<n_+$ the density rises, and for $n>n_+$ it falls. The approach follows from

$$\frac{d}{dt}\ln\left|\frac{n-n_+}{n-n_-}\right|
=-\beta(n-n_-)+\beta(n-n_+)=-\beta(n_+-n_-)=-S. \tag{11}$$

Write $a=-n_->0$. If production is switched on at $t=0$ with no atoms present, the ratio $(n-n_+)/(n+a)$ starts at $-n_+/a$ and decays as $e^{-St}$. Solving for $n$ gives

$$n(t)=n_+\frac{1-e^{-St}}{1+(n_+/a)e^{-St}}. \tag{12}$$

The last part of the approach has time constant $1/S$, which shortens as production increases.

## The crossover in scaled form

Define $n_c=\nu/\beta$, $y=n/n_c$ and $g=G/G_c$. Substituting $n=y\nu/\beta$ and $G=g\nu^2/\beta$ into the steady balance and dividing by $\nu^2/\beta$ gives

$$g=y+y^2,\qquad y=\frac{-1+\sqrt{1+4g}}{2}. \tag{13}$$

The terms $y$ and $y^2$ are the wall and volume losses in units of $G_c$. One curve therefore covers every choice of constant coefficients.

For $g\ll1$, $\sqrt{1+4g}=1+2g-2g^2+\dots$, so $y=g-g^2+\dots$. In physical units,

$$n=\frac{G}{\nu}\left(1-\frac{\beta G}{\nu^2}+\dots\right). \tag{14}$$

For $g\gg1$, $\sqrt{1+4g}=2\sqrt g\,(1+1/8g+\dots)$, so $y=\sqrt g-\tfrac12+\dots$, or

$$n=\sqrt{\frac{G}{\beta}}-\frac{\nu}{2\beta}+\dots \tag{15}$$

The correction in (15) tends to a constant density. Its relative size falls only as $g^{-1/2}$, so the square-root law is approached slowly.

The ratio of each limiting law to the full density is also simple:

$$\frac{G/\nu}{n}=\frac{y+y^2}{y}=1+y,\qquad
\frac{\sqrt{G/\beta}}{n}=\frac{\sqrt{y+y^2}}{y}=\sqrt{1+\frac1y}. \tag{16}$$

Both limits overestimate $n$, since each omits one loss. The linear law is 10% high at $y=0.1$, where $g=0.110$. The square-root law is 10% high when $1+1/y=1.21$, which gives $y=4.76$ and $g=27.4$. Between these edges $G$ changes by a factor of 249. Data spanning one decade of $G$ may thus lie wholly inside the crossover and resemble a power law with an intermediate exponent.

Two markers should be kept apart. The limiting lines meet at $g=1$, where $y=(\sqrt5-1)/2=0.618$. The two losses are equal at $y=1$, hence at $g=2$.

## Exponent and sensitivities

Let all three quantities in $G=\nu n+\beta n^2$ vary by small relative amounts:

$$G\,d\ln G=\nu n\,(d\ln\nu+d\ln n)+\beta n^2\,(d\ln\beta+2\,d\ln n). \tag{17}$$

Divide by $G$, using $\nu n/G=1-f$ and $\beta n^2/G=f$. The coefficient of $d\ln n$ is $(1-f)+2f=1+f$, so

$$d\ln n=\frac{d\ln G-(1-f)\,d\ln\nu-f\,d\ln\beta}{1+f}. \tag{18}$$

With $\nu$ and $\beta$ fixed this is (3). Since $f=y/(1+y)$, also $p=(1+y)/(1+2y)$. The midpoint $p=3/4$ requires $f=1/3$, $y=1/2$ and $g=3/4$.

Equation (18) also propagates small parameter errors. Uncertainty in $\nu$ matters most at low production, while uncertainty in $\beta$ enters with a weight that approaches 1/2 at high production.

If $G$ and $n$ are both known over a range, the balance can be written as $G/n=\nu+\beta n$. A plot of $G/n$ against $n$ is then a straight line with intercept $\nu$ and slope $\beta$, provided that both coefficients stay constant over the range.

## Worked example: nitrogen atoms in a silica tube

Consider a tube of radius 2 cm and length 100 cm, filled with N$_2$ at 10 Torr and 300 K. Rough typical values are $\gamma=5\times10^{-5}$ for silica and $k_3=4\times10^{-33}$ cm$^6$/s per event. The gas density is $N=3.219\times10^{17}$ cm$^{-3}$ and the mean atom speed is $6.734\times10^4$ cm/s. More digits are carried below than the rough inputs deserve, so that the arithmetic can be followed:

$$s=\tfrac14(5\times10^{-5})(6.734\times10^4)=0.842\ \text{cm/s},\qquad
\nu=\frac{2(0.842)}{2}=0.842\ \text{s}^{-1},$$

$$\beta=2(4\times10^{-33})(3.219\times10^{17})=2.575\times10^{-15}\ \text{cm}^3/\text{s}.$$

Hence $n_c=3.27\times10^{14}$ cm$^{-3}$ and $G_c=2.75\times10^{14}$ cm$^{-3}$s$^{-1}$.

At $G=10^{15}$ cm$^{-3}$s$^{-1}$, or $g=3.63$,

$$S=\sqrt{0.7085+10.300}=3.318\ \text{s}^{-1},\qquad
n=\frac{2\times10^{15}}{0.842+3.318}=4.81\times10^{14}\ \text{cm}^{-3}.$$

The wall removes $4.05\times10^{14}$ and the volume $5.95\times10^{14}$ atoms cm$^{-3}$s$^{-1}$, which together balance production. With $f=0.595$ the exponent is $1/1.595=0.627$. The linear law would give $1.19\times10^{15}$ cm$^{-3}$ and the square-root law $6.23\times10^{14}$ cm$^{-3}$; neither is adequate here.

Over three decades of $G$ the constant-coefficient model gives:

| $G$ (cm$^{-3}$s$^{-1}$) | $n$ (cm$^{-3}$) | $f$ | $p$ |
|---|---|---|---|
| $10^{13}$ | $1.15\times10^{13}$ | 0.034 | 0.967 |
| $10^{14}$ | $9.26\times10^{13}$ | 0.221 | 0.819 |
| $10^{15}$ | $4.81\times10^{14}$ | 0.595 | 0.627 |
| $10^{16}$ | $1.81\times10^{15}$ | 0.847 | 0.541 |

The relaxation time $1/S$ falls from 1.11 s to 0.098 s across the table.

## Effects left out of the balance

**Radial profile.** With a rough $D=20$ cm$^2$/s, the mixing time is 0.025 s, against $1/\nu=1.19$ s. By (8), diffusion lowers the effective $\nu$ by about 2.1%. Equation (18) then predicts a density increase of $2.1\%\times(1-f)/(1+f)$, or 2.0% at the lowest $G$. A numerical solution of the radial diffusion equation with volume loss gives 1.96% there and 0.15% at the highest $G$. For production peaked on the axis with the same mean, the increases are 2.74% and 0.41%.

**Flow and ends.** A flow of 50 sccm moves the gas at $u=5.54$ cm/s. As a severe case, set the atom density to zero at both tube ends. A small deviation $\delta$ from the uniform density obeys $D\delta''-u\delta'-S\delta=0$, because the loss terms linearize to $(\nu+2\beta n)\delta=S\delta$. Trying $\delta\propto e^{-x/\ell}$ downstream of the inlet gives

$$\frac1\ell=\frac{-u+\sqrt{u^2+4DS}}{2D}. \tag{19}$$

At $G=10^{13}$ cm$^{-3}$s$^{-1}$, $S=0.90$ s$^{-1}$ and $\ell\approx8.7$ cm. Half the tube is nearly six such lengths, so the middle is hardly affected. The axial numerical solution, which retains the quadratic loss, gives a deficit of 0.3% in the middle but 11% in the tube average. At $G=10^{16}$ cm$^{-3}$s$^{-1}$ the average deficit is 3%. Equation (1) therefore describes the middle of this tube better than its average.

**Depletion.** At fixed pressure and temperature, atoms replace molecules, so the N$_2$ density is $N-n$. Production by electron impact on N$_2$ falls by the fraction $n/N$ if the electrons are unchanged. This is at most 0.56% in the table, and about 1% at the highest rate when the heating estimated below is included.

**Gas heating.** Suppose that each atom costs $\varepsilon=50$ eV of input power, a rough value, and that all the power is conducted radially to a wall at $T_w=300$ K. Heat conduction has the same form as (7). Replacing $G/D$ by $\varepsilon G/\kappa$, with a fixed wall temperature, gives the mean rise

$$\Delta T=\frac{\varepsilon GR^2}{8\kappa}. \tag{20}$$

With a rough, constant $\kappa=2.6\times10^{-4}$ W/(cm K), the mean temperature is 315 K at $G=10^{15}$ and 454 K at $G=10^{16}$ cm$^{-3}$s$^{-1}$. The conductivity of nitrogen in fact rises with temperature; taking $\kappa\propto T^{0.75}$ would lower the second value to about 429 K.

As a first estimate, let the mean temperature $T$ stand for the whole gas. At fixed pressure $N\propto1/T$. Take also $k_3\propto e^{\theta/T}$, with a rough $\theta=500$ K, so that $\beta\propto T^{-1}e^{\theta/T}$. For a uniform atom fraction, the density beside the cold wall exceeds the mean by about $T/T_w$, so $\nu$ rises by that factor. Thus

$$\frac{d\ln\beta}{d\ln T}=-\left(1+\frac{\theta}{T}\right),\qquad
\frac{d\ln\nu}{d\ln T}=1,\qquad
\frac{d\ln T}{d\ln G}=\frac{T-T_w}{T}.$$

Inserting these in (18) gives the exponent of the heated source,

$$p_h=\frac{1}{1+f}\left\{1+\frac{T-T_w}{T}\left[f\left(1+\frac{\theta}{T}\right)-(1-f)\right]\right\}, \tag{21}$$

where $f$ is the volume share in the heated gas. In this estimate, at $G=10^{16}$ cm$^{-3}$s$^{-1}$, the density is 45% above its cold value and $f$ has fallen to about 0.666. The bracket $[\ ]$ is then about 1.064, and

$$p_h\approx\frac{1+0.339\times1.064}{1.666}\approx0.82.$$

The cold model gives 0.54. At strong heating, however, a single mean temperature is a poor substitute for the profile: recombination is fastest in the cool, dense gas near the wall. For constant $\kappa$, the temperature falls linearly in $r^2$ from $T_w+2\Delta T$ on the axis to $T_w$ at the wall, so equal temperature intervals occupy equal volumes. Let $z$ be the atom density at the wall and keep the atom fraction uniform. Since $Nn^2$ then varies as $T^{-3}$, the balance becomes

$$G=\nu z+\beta Mz^2,\qquad M=\left\langle\left(\frac{T_w}{T}\right)^3e^{\theta/T-\theta/T_w}\right\rangle,\qquad \langle n\rangle=z\left\langle\frac{T_w}{T}\right\rangle,$$

where $\nu$ and $\beta$ are the cold values and the averages run uniformly over $T$ from $T_w$ to $T_w+2\Delta T$. At $G=10^{16}$ cm$^{-3}$s$^{-1}$ this gives $M=0.260$, whereas the mean temperature alone would give 0.164. The density is then about 25% above its cold value, $f$ is about 0.72 and the exponent is about 0.63. With $\kappa\propto T^{0.75}$ and finite radial mixing, taking $D\propto T^{1.75}$ at fixed pressure, the exponent would be about 0.66. At $G=10^{15}$ cm$^{-3}$s$^{-1}$ both treatments give an exponent of about 0.67.

At $G=10^{15}$ and $10^{16}$ cm$^{-3}$s$^{-1}$, where volume loss is substantial, heating thus raises the exponent above its cold value by weakening recombination as production increases, but (21) exaggerates the effect when the temperature varies strongly across the tube. This is not a general rule. Stronger heating also thins the hot core and lowers $\langle T_w/T\rangle$. In the profile model with constant $\kappa$ the exponent falls back to about its cold value of 0.52 near $G=3\times10^{16}$ cm$^{-3}$s$^{-1}$ and drops below it at higher rates. When nearly all the loss is at the wall, as at $G=10^{13}$ cm$^{-3}$s$^{-1}$, heating lowers the exponent slightly instead, because the density beside the cold wall increasingly exceeds the mean. A negative bracket $[\ ]$ in (21) is not enough for this, since heating also lowers $f$ in the factor $1/(1+f)$: at $G=10^{14}$ cm$^{-3}$s$^{-1}$ the bracket is negative, yet the exponent is slightly above its cold value. The square-root law is a law at fixed coefficients, and this heated source does not reach it within the table.

Changing the tube radius does not remove the difficulty. Put $G=gG_c$ and $G_c=4s^2/(R^2\beta)$ into (20):

$$\Delta T=\frac{g\,\varepsilon s^2}{2\kappa\beta}. \tag{22}$$

The radius cancels. At $g=27.4$, where the cold square-root law is within 10%, the estimated rise is about 116 K for constant $\kappa$, or about 100 K for $\kappa\propto T^{0.75}$. For fixed $\varepsilon$ and $\kappa$, a smaller $\gamma$ or a higher pressure reduces it, as long as radial mixing remains fast.

## Use for real sources

The example resembles a low-power flowing nitrogen source with a clean silica wall. Its operating power density, 8 mW/cm$^3$, is low for a processing plasma, and the 0.08 mW/cm$^3$ at the lowest $G$ in the table is far lower still. The least secure input is $\gamma$, which depends on the material, temperature and condition of the surface and can be much larger on metal or on a wall exposed to plasma. A tenfold larger $\gamma$, with all else fixed, raises $G_c$ a hundredfold to $2.75\times10^{16}$ cm$^{-3}$s$^{-1}$. At $G=10^{15}$ cm$^{-3}$s$^{-1}$ the density then drops from $4.8\times10^{14}$ to $1.15\times10^{14}$ cm$^{-3}$, and the exponent rises from 0.63 to 0.97. These are values of the well-mixed model, which is less accurate here: the mixing time is now 21% of $1/\nu$. By (8) the effective $\nu$ is about 17% lower, which lowers $G_c$ by about 30%, raises the density to about $1.4\times10^{14}$ cm$^{-3}$ and gives an exponent of about 0.95 without heating. Heating, estimated as in (21), lowers the exponent to about 0.92. The same gas and production rate still move from the crossover to the linear regime through the wall alone.

Pressure sets a further limit. The atom fraction at which the two losses are equal is

$$\frac{n_c}{N}=\frac{\nu}{2k_3N^2}. \tag{23}$$

It is 0.10% in the example. With $\nu$ and temperature fixed it grows as $1/N^2$, reaching about 10% near 1 Torr. At still lower pressure, as in many etching reactors, this model would need strong dissociation before volume recombination could compete with the wall, and its assumption of weak dissociation would fail first. For such conditions the linear balance is the natural starting point, with production corrected for depletion where the atom fraction is not small.

## Computed values

```
Pressure 10 Torr; wall 300 K
Tube radius 2 cm; length 100 cm
Rough wall loss probability 5.0e-05
Rough k3 at 300 K 4.0e-33 cm^6/s per event
Rough k3 temperature parameter 500 K
Rough diffusion coefficient 20 cm^2/s
Rough heat conductivity 2.6e-04 W/(cm K)
Rough energy cost 50 eV per atom
Gas density N 3.219e+17 cm^-3
Mean atom speed 6.734e+04 cm/s
Wall loss speed s 0.8418 cm/s
Wall frequency nu 0.8418 s^-1
Quadratic coefficient beta 2.575e-15 cm^3/s
Crossover density n_c 3.269e+14 cm^-3
Crossover production G_c 2.752e+14 cm^-3 s^-1
Density at G_c: 0.6180 n_c
Linear law 10% high at G/G_c = 0.110
Root law 10% high at G/G_c = 27.44
Ratio of these production rates 249
Operating G 1.0e+15 cm^-3 s^-1; G/G_c 3.634
  nu^2 0.7085 s^-2; 4 beta G 10.300 s^-2
  S 3.3180 s^-1; n 4.808e+14 cm^-3
  wall loss 4.047e+14 cm^-3 s^-1
  volume loss 5.953e+14 cm^-3 s^-1
G (cm^-3 s^-1): n, G/nu, sqrt(G/beta) (cm^-3)
  1e+13: 1.148e+13, 1.188e+13, 6.232e+13
  1e+14: 9.258e+13, 1.188e+14, 1.971e+14
  1e+15: 4.808e+14, 1.188e+15, 6.232e+14
  1e+16: 1.814e+15, 1.188e+16, 1.971e+15
G (cm^-3 s^-1): volume share, exponent, 1/S (s), n/N (%)
  1e+13: 0.034, 0.967, 1.110, 0.0036
  1e+14: 0.221, 0.819, 0.758, 0.0288
  1e+15: 0.595, 0.627, 0.301, 0.1494
  1e+16: 0.847, 0.541, 0.098, 0.5635
Radial mixing time R^2/(8D) 0.0250 s; 1/nu 1.188 s
G: radial change of mean n (%), uniform / peaked source
  1e+13: +1.96 / +2.74
  1e+14: +1.32 / +1.96
  1e+15: +0.51 / +0.96
  1e+16: +0.15 / +0.41
Flow 50 sccm; gas speed 5.54 cm/s
G: density deficit from flow and ends (%), middle / tube mean
  1e+13: 0.325 / 11.35
  1e+14: 0.053 / 9.27
  1e+15: 0.000 / 5.65
  1e+16: 0.000 / 3.15
G: power (mW/cm^3), mean T (K), n change (%), heated exponent
  1e+13: 0.080, 300.2, -0.04, 0.967
  1e+14: 0.801, 301.5, -0.08, 0.821
  1e+15: 8.011, 315.4, +3.53, 0.673
  1e+16: 80.109, 454.1, +44.67, 0.817
Tenfold gamma: G_c 2.752e+16 cm^-3 s^-1
  at operating G: n 1.148e+14 cm^-3, exponent 0.967
```
